# Mean event counts for a one-in-a-billion resist failure: a numerical check

```python
# Result under test: a Poisson count N with mean m fails to reach k events with
# probability F_k(m) = exp(-m) * sum_{j<k} m**j / j!.  For F_k = 1e-9 the mean
# must be about 20.7 when k = 1 and about 31.5 when k = 5.
# Example: N = EUV photons absorbed in a small column of resist.
# Symbols: alpha = absorption coefficient, q = absorbed fraction,
# sigma = rms electron blur per axis, activation = one chemical event.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf
from scipy.stats import binom, gamma, nbinom, norm, poisson

target = 1e-9
log_inverse = math.log(1 / target)


def partial_sum(m, k):
    return sum(m**j / math.factorial(j) for j in range(k))


def failure(m, k):
    return math.exp(-m) * partial_sum(m, k)


def late_arrival(m, k):
    """Probability that the k-th unit-rate arrival comes after m."""
    density = lambda t: t**(k - 1) * math.exp(-t) / math.factorial(k - 1)
    return quad(density, m, m + 60, epsabs=0, epsrel=1e-10, limit=200)[0]


def iterate_mean(k, steps=25):
    values = [log_inverse]
    for _ in range(steps):
        values.append(log_inverse + math.log(partial_sum(values[-1], k)))
    return values


iterates = iterate_mean(5)
means = {1: log_inverse, 5: iterates[-1]}

# Required means against root finding on the waiting-time integral.
for k, m in means.items():
    root = brentq(lambda x: math.log(late_arrival(x, k) / target), 10, 50)
    assert abs(root - m) < 1e-6
    trials = 10**8
    assert abs(binom.cdf(k - 1, trials, m / trials) / target - 1) < 1e-4
    step = 1e-3
    slope = (failure(m + step, k) - failure(m - step, k)) / (2 * step)
    assert abs(slope / (-poisson.pmf(k - 1, m)) - 1) < 1e-5
assert abs(means[1] - 20.7) < 0.05
assert abs(means[5] - 31.5) < 0.05
assert all(b > a for a, b in zip(iterates[:6], iterates[1:7]))
step = 1e-4
map_slope = (math.log(partial_sum(means[5] + step, 5))
             - math.log(partial_sum(means[5] - step, 5))) / (2 * step)
slope_formula = partial_sum(means[5], 4) / partial_sum(means[5], 5)
assert abs(map_slope - slope_formula) < 1e-7 and 0 < map_slope < 1

# Simulation of independent arrivals at a probability large enough to sample.
rng = np.random.default_rng(7)
samples = 400000
simulated = np.mean(rng.exponential(size=(samples, 5)).sum(axis=1) > 8)
expected = failure(8, 5)
assert abs(simulated - expected) < 5 * math.sqrt(expected / samples)

# Normal approximation with the half-count correction.
z = -norm.ppf(target)
normal_means = {k: ((z + math.sqrt(z*z + 4*(k - 0.5))) / 2)**2 for k in means}
for k, m in normal_means.items():
    assert abs(norm.cdf(k - 0.5, m, math.sqrt(m)) / target - 1) < 1e-6
    assert m > means[k] + 5

# EUV example: rough typical film values and a chosen column.
wavelength_nm = 13.5
alpha_per_um = 5.0
thickness_nm = 30.0
side_nm = 3.0
photon_J = const.h * const.c / (wavelength_nm * 1e-9)
photon_eV = photon_J / const.e
optical_depth = alpha_per_um * 1e-3 * thickness_nm
q = -math.expm1(-optical_depth)
slices = 100000
assert abs(1 - (1 - optical_depth / slices)**slices - q) < 1e-6
area_nm2 = side_nm**2
incident = {k: m / q for k, m in means.items()}
doses = {k: n / area_nm2 * photon_J * 1e17 for k, n in incident.items()}

# Forward check in SI units: Poisson arrivals, then random absorption.
n_values = np.arange(0, 1000)
for k in means:
    arrivals = doses[k] * 10 * (side_nm * 1e-9)**2 / photon_J
    total = np.sum(poisson.pmf(n_values, arrivals)
                   * binom.cdf(k - 1, n_values, q))
    assert abs(total / target - 1) < 1e-6

# Dose variation from place to place.
dose_rms = 0.03
shape = 1 / dose_rms**2
varied = {}
for k, m in means.items():
    varied[k] = nbinom.cdf(k - 1, shape, shape / (shape + m))
    integrand = lambda u: (gamma.pdf(u, shape, scale=1 / shape)
                           * failure(m * u, k))
    average = quad(integrand, 0.7, 1.3, epsabs=0, epsrel=1e-9, limit=200)[0]
    assert abs(average / varied[k] - 1) < 1e-5
    assert varied[k] > target

# Secondary electrons: each photon gives a group of blurred activations.
group = 3
blur_nm = 2.0


def activation_failure(photon_mean, threshold, sigma):
    """P(fewer than threshold activations in the column), uniform exposure."""
    half = side_nm / 2 + 8 * sigma
    x = np.linspace(-half, half, 200001)
    width = math.sqrt(2) * sigma
    inside = 0.5 * (erf((x + side_nm/2) / width) - erf((x - side_nm/2) / width))
    moments = [0.0] + [np.trapezoid(inside**p, x)**2 if hasattr(np, "trapezoid")
                       else np.trapz(inside**p, x)**2
                       for p in range(1, group + 1)]
    rates = [0.0] * (group + 1)
    for j in range(1, group + 1):
        integral = sum((-1)**i * math.comb(group - j, i) * moments[j + i]
                       for i in range(group - j + 1))
        rates[j] = photon_mean / area_nm2 * math.comb(group, j) * integral
    probabilities = [math.exp(-sum(rates))]
    for n in range(1, threshold):
        value = sum(j * rates[j] * probabilities[n - j]
                    for j in range(1, min(group, n) + 1)) / n
        probabilities.append(value)
    return sum(probabilities)


blurred = {}
for k, m in means.items():
    sharp = activation_failure(m, group * k, 1e-4)
    assert abs(sharp / target - 1) < 0.02  # small residual blur at the border
    blurred[k] = activation_failure(m, group * k, blur_nm)
    assert blurred[k] < target

# Direct simulation of the blurred groups at a low exposure.
runs = 20000
test_mean = 2.0
box = side_nm + 10 * blur_nm
counts = rng.poisson(test_mean * box**2 / area_nm2, runs)
owner = np.repeat(np.arange(runs), counts)
px = rng.uniform(-box / 2, box / 2, owner.size)
py = rng.uniform(-box / 2, box / 2, owner.size)
hits = np.zeros(runs)
for _ in range(group):
    ax = px + rng.normal(0, blur_nm, owner.size)
    ay = py + rng.normal(0, blur_nm, owner.size)
    landed = (abs(ax) < side_nm / 2) & (abs(ay) < side_nm / 2)
    hits += np.bincount(owner[landed], minlength=runs)
predicted = activation_failure(test_mean, 3, blur_nm)
error = math.sqrt(predicted * (1 - predicted) / runs)
assert abs(np.mean(hits < 3) - predicted) < 5 * error

# Wrong counting: the required mean is applied to grouped activations.
grouped_sharp = poisson.cdf((5 - 1) // group, means[5] / group)
grouped_blur = activation_failure(means[5] / group, 5, blur_nm)
assert grouped_sharp > target and grouped_blur > target

sites = 10**9
any_failure = -math.expm1(sites * math.log1p(-target))

print(f"Target failure probability per column: {target:.1e}")
print(f"Required mean, one event suffices: {means[1]:.4f} events")
print(f"Required mean, five events needed: {means[5]:.4f} events")
print(f"Extra mean: {means[5] - means[1]:.4f} events")
print(f"Ratio of required means: {means[5] / means[1]:.4f}")
for i in range(7):
    print(f"Iterate {i} for five events: {iterates[i]:.5f} events")
print(f"Slope of the iteration at the root: {map_slope:.4f}")
print(f"Sum S_5 at the root: {partial_sum(means[5], 5):.1f}")
for j in range(5):
    print(f"P(N={j}) at the five-event mean: {poisson.pmf(j, means[5]):.4e}")
print(f"F_5 at mean 31.5: {failure(31.5, 5):.4e}")
print(f"F_5 at the one-event mean: {failure(means[1], 5):.4e}")
for k in means:
    print(f"Normal approximation, k={k}: mean {normal_means[k]:.2f} events")
print(f"Wavelength: {wavelength_nm:.1f} nm")
print(f"Photon energy: {photon_eV:.2f} eV")
print(f"Photon energy in SI: {photon_J:.4e} J")
print(f"Absorption coefficient: {alpha_per_um:.1f} per um")
print(f"Film thickness: {thickness_nm:.1f} nm")
print(f"Column side: {side_nm:.1f} nm")
print(f"Absorbed fraction: {q:.5f}")
for k in means:
    print(f"Incident photons on column, k={k}: {incident[k]:.2f}")
    print(f"Required local dose, k={k}: {doses[k]:.2f} mJ/cm2")
print(f"Expected failures in {sites:.0e} columns: {sites * target:.2f}")
print(f"Chance of any failure in these columns: {any_failure:.4f}")
print(f"Dose variation: {100 * dose_rms:.1f} percent rms")
for k, m in means.items():
    print(f"Failure with dose variation, k={k}: {varied[k]:.3e}")
    print(f"Failure at 90 percent dose, k={k}: {failure(0.9 * m, k):.3e}")
    print(f"Failure at 50 percent dose, k={k}: {failure(0.5 * m, k):.3e}")
print(f"Intensity at film bottom / top: {math.exp(-optical_depth):.4f}")
print(f"Activations per photon: {group}")
print(f"Electron blur: {blur_nm:.1f} nm rms per axis")
for k in means:
    print(f"Failure with blur, {group * k} activations needed: {blurred[k]:.2e}")
print(f"Grouped activations, mean {means[5]:.2f}, need 5, no blur: "
      f"{grouped_sharp:.3e}")
print(f"Grouped activations, same mean and need, blur: {grouped_blur:.3e}")
print("all assertions hold")
```

It prints:

```
Target failure probability per column: 1.0e-09
Required mean, one event suffices: 20.7233 events
Required mean, five events needed: 31.4727 events
Extra mean: 10.7495 events
Ratio of required means: 1.5187
Iterate 0 for five events: 20.72327 events
Iterate 1 for five events: 29.87219 events
Iterate 2 for five events: 31.27119 events
Iterate 3 for five events: 31.44790 events
Iterate 4 for five events: 31.46968 events
Iterate 5 for five events: 31.47235 events
Iterate 6 for five events: 31.47268 events
Slope of the iteration at the root: 0.1228
Sum S_5 at the root: 46605.0
P(N=0) at the five-event mean: 2.1457e-14
P(N=1) at the five-event mean: 6.7531e-13
P(N=2) at the five-event mean: 1.0627e-11
P(N=3) at the five-event mean: 1.1149e-10
P(N=4) at the five-event mean: 8.7719e-10
F_5 at mean 31.5: 9.7636e-10
F_5 at the one-event mean: 9.4043e-06
Normal approximation, k=1: mean 36.97 events
Normal approximation, k=5: mean 44.52 events
Wavelength: 13.5 nm
Photon energy: 91.84 eV
Photon energy in SI: 1.4714e-17 J
Absorption coefficient: 5.0 per um
Film thickness: 30.0 nm
Column side: 3.0 nm
Absorbed fraction: 0.13929
Incident photons on column, k=1: 148.78
Required local dose, k=1: 24.32 mJ/cm2
Incident photons on column, k=5: 225.95
Required local dose, k=5: 36.94 mJ/cm2
Expected failures in 1e+09 columns: 1.00
Chance of any failure in these columns: 0.6321
Dose variation: 3.0 percent rms
Failure with dose variation, k=1: 1.210e-09
Failure at 90 percent dose, k=1: 7.943e-09
Failure at 50 percent dose, k=1: 3.162e-05
Failure with dose variation, k=5: 1.397e-09
Failure at 90 percent dose, k=5: 1.550e-08
Failure at 50 percent dose, k=5: 4.900e-04
Intensity at film bottom / top: 0.8607
Activations per photon: 3
Electron blur: 2.0 nm rms per axis
Failure with blur, 3 activations needed: 6.60e-21
Failure with blur, 15 activations needed: 6.43e-21
Grouped activations, mean 31.47, need 5, no blur: 3.193e-04
Grouped activations, same mean and need, blur: 2.652e-08
all assertions hold
```
